\section*{Biaxial compliance of a film exchanging solute with a reservoir}

\section{The choice of modulus}

To compute the stress in an oxide film on a substrate after a change of gas, one multiplies a strain by a modulus. Two strains are at hand: the composition strain that develops in the clamped film, and the strain that a stress-free film would develop in the same gas. Each needs its own modulus. The first goes with the modulus at fixed composition, the second, for small changes from a stress-free state, with the modulus at fixed solute potential. Pairing the second strain with the first modulus overestimates the stress, by about a quarter in the example below. The theorem gives the modulus at fixed potential.

\section{Assumptions and statement}

The film lies in the plane of directions 1 and 2, and direction 3 is its normal. Tension is positive. The host atoms form a fixed network with reference volume $\Omega$ per host atom, and the film holds $x$ mobile solute units per host atom. A unit may be an interstitial atom or a vacancy, together with any electrons needed for neutrality. The assumptions are as follows.

\begin{enumerate}
\item Strains are small, and energies are counted per host atom, so that $\Omega$ stays fixed when solute enters.
\item Stress and composition are uniform, and the film faces carry no traction: $\sigma_3=0$.
\item Elasticity is linear and isotropic, with Young modulus $E$ and Poisson ratio $\nu$ independent of $x$.
\item Without stress, the film at composition $x$ has the strain $e(x)=\alpha(x-x_0)$ in every direction. The reference composition is $x_0$.
\item Temperature is fixed. The stress-free free energy per host atom is $f(x)$, and $f''(x)>0$.
\item The reservoir holds the solute potential $\mu$ fixed, and loading is slow enough for exchange to reach equilibrium.
\end{enumerate}

\paragraph{Theorem.} Let both in-plane stresses equal $\sigma$, let $\varepsilon$ be the in-plane strain, and let $M=E/(1-\nu)$. Then
\begin{equation}
\left(\frac{\partial\varepsilon}{\partial\sigma}\right)_{\mu}
=\frac1M+\frac{2\alpha^2\Omega}{f''(x)} .
\label{main}
\end{equation}
This is a tangent compliance: $f''$ is taken at the composition reached under the current stress.

\section{Two lemmas and the proof}

\paragraph{Lemma 1.} At fixed composition,
\begin{equation}
\varepsilon=\frac{\sigma}{M}+\alpha(x-x_0),\qquad W=\frac{\sigma^2}{M},
\label{hooke}
\end{equation}
where $W$ is the elastic energy per reference volume.

\emph{Proof.} Stress acts on the elastic strain $\eta_i=\varepsilon_i-e(x)$, the part left after the stress-free strain is removed. With $\sigma_3=0$, Hooke's law reads
\begin{equation}
\eta_1=\frac{\sigma_1-\nu\sigma_2}{E},\qquad
\eta_2=\frac{\sigma_2-\nu\sigma_1}{E}.
\label{single}
\end{equation}
For $\sigma_1=\sigma_2=\sigma$ both equal $\eta=(1-\nu)\sigma/E=\sigma/M$. Adding $e(x)$ gives the strain in \eqref{hooke}. The energy of a linear solid is half the sum of stress times elastic strain. The normal direction contributes nothing, because its stress vanishes, so $W=\tfrac12(\sigma\eta+\sigma\eta)=\sigma\eta=\sigma^2/M$. $\square$

\paragraph{Lemma 2.} At exchange equilibrium,
\begin{equation}
\mu=f'(x)-2\Omega\alpha\sigma .
\label{mu}
\end{equation}

\emph{Proof.} At fixed stress, the film minimizes its free energy less the work done by the loads. Both in-plane stresses do work, which together is $2\Omega\sigma\varepsilon$ per host atom. Minimization over strain at given $x$ reproduces Hooke's law, and Lemma 1 then gives
\begin{align}
g(x,\sigma)&=f+\Omega W-2\Omega\sigma\varepsilon \nonumber\\
&=f+\Omega\frac{\sigma^2}{M}
-2\Omega\sigma\left[\frac{\sigma}{M}+\alpha(x-x_0)\right]\nonumber\\
&=f-\Omega\frac{\sigma^2}{M}-2\Omega\alpha\sigma(x-x_0).
\label{g}
\end{align}
The reservoir supplies each solute unit at the cost $\mu$, so $g-\mu x$ must be stationary in $x$. This is $\mu=\partial g/\partial x$, which is \eqref{mu}. The second derivative of $g-\mu x$ is $f''$, so the stationary point is a minimum when $f''>0$. $\square$

\paragraph{Proof of the theorem.} Take the differential of \eqref{mu} and set $d\mu=0$:
\begin{equation}
0=f''\,dx-2\Omega\alpha\,d\sigma
\quad\Longrightarrow\quad
\left(\frac{\partial x}{\partial\sigma}\right)_\mu=\frac{2\Omega\alpha}{f''}.
\label{response}
\end{equation}
Division is allowed because $f''>0$. The strain in \eqref{hooke} depends on stress directly and through composition, so
\begin{equation}
\left(\frac{\partial\varepsilon}{\partial\sigma}\right)_\mu
=\frac1M+\alpha\left(\frac{\partial x}{\partial\sigma}\right)_\mu
=\frac1M+\frac{2\alpha^2\Omega}{f''}. \qquad\square
\end{equation}

\paragraph{Meaning and limits.} One factor $\alpha$ measures how strongly stress changes the composition, and the other how strongly composition changes the strain. Their product is positive for either sign of $\alpha$. If solute expands the host, tension draws it in; if solute contracts the host, tension drives it out. Both lengthen the film, so exchange softens it.

When $f''\to\infty$, as for a compound that tolerates almost no change of composition, the modulus returns to $M$. When $f''\to0^+$, as on approach to a limit of stability, the compliance diverges, and a uniform film in linear response ceases to be a safe description. The result does not depend on how solute is counted. If $x=cz$ with constant $c$, the expansion per unit $z$ is $c\alpha$ and the curvature with respect to $z$ is $c^2f''$, so $c$ cancels.

\section{The factor of two from single stresses}

Let the two in-plane stresses differ. Their work on the composition strain is $\Omega(\sigma_1+\sigma_2)\alpha(x-x_0)$, and the argument of Lemma 2 gives
\begin{equation}
\mu=f'(x)-\Omega\alpha(\sigma_1+\sigma_2).
\end{equation}
Changing $\sigma_1$ alone at fixed $\mu$ gives $\partial x/\partial\sigma_1=\Omega\alpha/f''$. With \eqref{single},
\begin{align}
\frac{\partial\varepsilon_1}{\partial\sigma_1}
&=\frac1E+\frac{\alpha^2\Omega}{f''},&
\frac{\partial\varepsilon_2}{\partial\sigma_1}
&=-\frac{\nu}{E}+\frac{\alpha^2\Omega}{f''}.
\label{uni}
\end{align}
By symmetry, $\partial\varepsilon_1/\partial\sigma_2$ equals the second expression. Under equal biaxial loading the two responses of $\varepsilon_1$ add:
\begin{equation}
\frac{1-\nu}{E}+\frac{2\alpha^2\Omega}{f''}
=\frac1M+\frac{2\alpha^2\Omega}{f''}.
\end{equation}
The factor of two thus counts the stresses that act on the solute. A film pulled along one direction gains half as much compliance along that direction.

\section{Coefficients that depend on composition}

\paragraph{Proposition 1.} Let $e(x)$ be any smooth stress-free strain and let $s(x)=1/M(x)$. Then
\begin{equation}
\left(\frac{\partial\varepsilon}{\partial\sigma}\right)_\mu
=s+\frac{2\Omega(e'+s'\sigma)^2}
{f''-2\Omega\sigma e''-\Omega s''\sigma^2},
\label{general}
\end{equation}
provided the denominator is positive.

\emph{Proof.} Now $\varepsilon=s\sigma+e$ and $W=s\sigma^2$, so the steps of \eqref{g} give $g=f-\Omega(s\sigma^2+2\sigma e)$. Hence
\begin{equation}
\mu=f'-\Omega s'\sigma^2-2\Omega\sigma e'.
\end{equation}
Setting $d\mu=0$ and collecting the terms in $dx$ and $d\sigma$,
\begin{equation}
\left(f''-2\Omega\sigma e''-\Omega s''\sigma^2\right)dx
=2\Omega\left(e'+s'\sigma\right)d\sigma .
\end{equation}
The strain changes by $d\varepsilon=s\,d\sigma+(e'+s'\sigma)\,dx$. Inserting $dx$ gives \eqref{general}. The bracket on the left is $\partial^2g/\partial x^2$, which must be positive at a stable state. $\square$

At $\sigma=0$ every correction vanishes, and \eqref{main} holds with $\alpha=e'(x)$ and $M=M(x)$. The theorem is therefore safe for small loads about a stress-free film even when its coefficients vary with composition. At finite stress, varying coefficients in general call for \eqref{general}.

\section{The clamped film}

\paragraph{Proposition 2.} With constant $\alpha$ and $M$, and with the in-plane strain held fixed by a thick substrate,
\begin{equation}
\left(\frac{\partial\sigma}{\partial\mu}\right)_\varepsilon
=-\frac{M\alpha}{f''+B},\qquad B=2M\Omega\alpha^2 .
\label{reaction}
\end{equation}

\emph{Proof.} Solving \eqref{hooke} for stress gives $\sigma=M[\varepsilon-\alpha(x-x_0)]$, so $d\sigma=-M\alpha\,dx$ at fixed $\varepsilon$. The differential of \eqref{mu} becomes
\begin{equation}
d\mu=f''dx-2\Omega\alpha\,d\sigma=(f''+2M\Omega\alpha^2)\,dx .
\end{equation}
The ratio of $d\sigma$ to $d\mu$ is \eqref{reaction}. $\square$

\paragraph{Which strain goes with which modulus.} Let $M_\mu$ be the inverse of the compliance in \eqref{main}. Multiplying numerator and denominator by $Mf''$ gives
\begin{equation}
M_\mu=\frac{1}{1/M+2\alpha^2\Omega/f''}=\frac{Mf''}{f''+B}.
\end{equation}
Equation \eqref{reaction} can then be written in two ways:
\begin{equation}
d\sigma=-M\left(\alpha\frac{d\mu}{f''+B}\right)
=-M_\mu\left(\alpha\frac{d\mu}{f''}\right).
\label{pairs}
\end{equation}
The first bracket is the composition strain in the clamped film. The second is the strain that the same $d\mu$ would produce at constant stress. When the clamped film starts without stress, this is the strain of a stress-free film, and the two forms are the consistent pairings named at the start. Once stress has built up, a stress-free film in the same gas has another composition and in general another $f''$, so its strain no longer fits the second form exactly.

\paragraph{Stability.} By \eqref{hooke}, $W=M[\varepsilon-\alpha(x-x_0)]^2$. At fixed in-plane strain the free energy per host atom is $f+\Omega W$, whose second derivative in $x$ is $f''+B$. A uniform change of composition is resisted when $f''>-B$, whereas at fixed stress $f''>0$ is required. The substrate therefore stabilizes some compositions that are unstable in a film under fixed load. This concerns uniform changes; separation into regions of different composition needs its own analysis.

\section{Compliance from composition fluctuations}

Consider $N$ host atoms that share one strain. At fixed $\mu$ and $\sigma$, the probability of composition $x$ is proportional to $\exp\{-N[g(x,\sigma)-\mu x]/kT\}$ at leading order in $N$. Near the minimum the exponent is $-Nf''(\delta x)^2/(2kT)$, a Gaussian with
\begin{equation}
\mathrm{Var}(x)=\frac{kT}{Nf''},\qquad
\frac{2\alpha^2\Omega}{f''}=\frac{2\alpha^2\Omega N\,\mathrm{Var}(x)}{kT}.
\end{equation}
The added compliance measures how freely the composition fluctuates. The Gaussian form requires large $N$ and a minimum that is not too flat.

\section{Example: reduced ceria}

\paragraph{Model.} Take a film of CeO$_{2-\delta}$ at $1273$ K in a strongly reducing gas. The host atom is Ce and $x=\delta$. One solute unit is an oxygen vacancy with the two electrons left behind when neutral oxygen leaves. Let vacancies fill the two oxygen sites per Ce at random, and let electrons sit at random on Ce sites. With site fractions $y=\delta/2$ and $p=2\delta$, and apart from terms constant or linear in $\delta$,
\begin{align}
\frac{f}{kT}={}&2\left[y\ln y+(1-y)\ln(1-y)\right]\nonumber\\
&+p\ln p+(1-p)\ln(1-p).
\end{align}
Since $dy/d\delta=1/2$ and $dp/d\delta=2$, the first derivative is $\ln[y/(1-y)]+2\ln[p/(1-p)]$, again apart from a constant. A second differentiation gives
\begin{align}
\frac{f''}{kT}&=\frac{1/2}{y(1-y)}+\frac{4}{p(1-p)}\nonumber\\
&=\frac{1}{\delta(1-\delta/2)}+\frac{2}{\delta(1-2\delta)} .
\label{ideal}
\end{align}
For small $\delta$ this tends to $3/\delta$: one vacancy and two electrons each contribute $1/\delta$. In that limit the added compliance is $2\alpha^2\Omega\delta/(3kT)$, proportional to the solute content.

\paragraph{Compliance.} The material inputs are set for this example at sizes typical of ceria and are not quoted as measurements: $E=200$ GPa, $\nu=0.30$, $\alpha=0.10$ and a cubic lattice parameter of $0.541$ nm. Four Ce atoms per cubic cell give $\Omega=0.541^3/4=0.03959$ nm$^3$. At $\delta=0.05$ and $kT=0.1097$ eV, \eqref{ideal} gives
\begin{equation}
f''=0.1097\,(20.51+44.44)\ \mathrm{eV}=7.13\ \mathrm{eV}.
\end{equation}
One GPa is $6.2415$ eV/nm$^3$. The two compliances are
\begin{align}
\frac1M&=\frac{0.70}{200\ \mathrm{GPa}}=3.50\ \mathrm{TPa}^{-1},\\
\frac{2\alpha^2\Omega}{f''}&=
\frac{2(0.10)^2(0.03959)}{7.126}\,(6.2415)\ \mathrm{GPa}^{-1}
=0.693\ \mathrm{TPa}^{-1}.
\end{align}
Their sum is $4.19$ TPa$^{-1}$. The second is called the chemical compliance below. The modulus falls from $286$ GPa at fixed composition (the closed modulus) to $238$ GPa at fixed potential (the open modulus), a reduction of $17\%$. For a single stress, \eqref{uni} gives $5.00+0.35=5.35$ TPa$^{-1}$ along the load and $-1.50+0.35=-1.15$ TPa$^{-1}$ across it; these add to the biaxial value within rounding.

The added term can also be found without the curvature formula. For $N$ Ce atoms with $n$ vacancies, the number of arrangements is $\binom{2N}{n}\binom{N}{2n}$. Weighting each $n$ by this number and by the Boltzmann factor of its elastic and load energy at fixed $\mu$ gives the mean strain. Its central difference between $\pm0.05$ GPa, less $1/M$, is $0.6936$ TPa$^{-1}$ for $N=2000$ and $0.6935$ TPa$^{-1}$ for $N=200000$, in agreement with the theorem.

\paragraph{Finite load.} Newton iteration on the full equilibrium conditions at fixed $\mu$ gives $\delta=0.0536$ at $+0.5$ GPa and $0.0466$ at $-0.5$ GPa. The tangent compliance becomes $4.24$ and $4.15$ TPa$^{-1}$ respectively. It rises in tension because both terms of \eqref{ideal} decrease with $\delta$ in this range, so the added solute lowers $f''$.

\paragraph{Reaction stress.} Removing oxygen creates a solute unit and releases half an O$_2$ molecule, so $\mu=\mathrm{const}-\tfrac12kT\ln p_{\mathrm{O_2}}$. A tenfold fall in oxygen pressure raises $\mu$ by $\tfrac12kT\ln10=0.126$ eV. Let the film be stress-free and clamped before the change. Here $B=1.41$ eV, and the linear estimate is
\begin{equation}
\Delta\sigma=-\frac{(285.7\ \mathrm{GPa})(0.10)}{(7.13+1.41)\ \mathrm{eV}}
(0.126\ \mathrm{eV})=-0.42\ \mathrm{GPa}.
\end{equation}
The full equilibrium, solved by Newton iteration, gives $-0.47$ GPa at $\delta=0.0665$. It is larger in magnitude because $f''$ falls as reduction proceeds. A stress-free film would reach $\delta=0.0709$. Using that composition with the closed modulus would give $-285.7(0.10)(0.0209)=-0.60$ GPa, about $26\%$ too large in magnitude relative to the full solution. For a small change of pressure the excess would be $M/M_\mu-1=B/f''=20\%$; the rest comes from the size of the step. The same stress-free strain with the open modulus gives $-238.5(0.10)(0.0209)=-0.50$ GPa, about $5\%$ too large, because that pairing is exact only for small changes. The stress-free start also matters. In the same model, a film clamped without stress at $\delta=0$ and brought to the initial gas holds $\delta=0.042$ at $-1.2$ GPa. The tenfold fall then adds $-0.42$ GPa, which the open modulus with the stress-free strain overestimates by $19\%$.

\section{How far real films depart from the model}

\paragraph{Elastic anisotropy.} Ceria is cubic and far from isotropic. The proof used isotropy merely to obtain \eqref{hooke}, so \eqref{main} also holds for (001) and (111) films with the proper $M$. For (001), $\sigma_3=0$ gives $\eta_3=-2C_{12}\eta/C_{11}$, hence
\begin{equation}
M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{equation}
For (111), biaxial stress resolved on the cube axes has diagonal elements $2\sigma/3$ and off-diagonal elements $-\sigma/3$. The strain elements are $d=2\sigma/[3(C_{11}+2C_{12})]$ and $o=-\sigma/(6C_{44})$. The strain along any in-plane direction is $d-o$, so
\begin{equation}
\frac1{M_{111}}=\frac{2}{3(C_{11}+2C_{12})}+\frac1{6C_{44}} .
\end{equation}
With stiffnesses set for illustration at $C_{11}=400$, $C_{12}=105$ and $C_{44}=60$ GPa, the closed moduli are $450$ and $258$ GPa. Adding the same chemical compliance lowers them to $343$ and $219$ GPa. Texture thus matters more here than exchange does.

\paragraph{Defect interactions and other corrections.} If $\delta\propto p_{\mathrm{O_2}}^{-1/n}$ in a stress-free sample, then $\mu=\mathrm{const}+\tfrac n2kT\ln\delta$ and $f''=nkT/(2\delta)$. The ideal model corresponds to a local $n=6.5$ at $\delta=0.05$. Interactions change $n$; a trial value of $4$ raises the chemical compliance to $1.13$ TPa$^{-1}$ and lowers the open modulus to $216$ GPa. The reaction stress is more sensitive: with $n=4$ held over the tenfold fall in pressure it becomes $-0.73$ GPa instead of $-0.47$ GPa. If instead the ideal $f''$ is kept but $E$ falls with reduction, with a trial slope $d\ln E/d\delta=-3$ at the initial composition, \eqref{general} gives $4.36$ instead of $4.24$ TPa$^{-1}$ at $+0.5$ GPa. Reduction from $\delta=0$, and heating from $293$ K with a rough linear thermal expansion coefficient of $1.2\times10^{-5}$ K$^{-1}$, enlarge $\Omega$ by roughly $1.5\%$ and $3.5\%$, which alters the chemical term in proportion if $\alpha$ and $f''$ are held fixed.

\paragraph{Setting beside a real film.} The temperature is plausible for ceria in high-temperature electrochemical use. The modulus is a trial value, to be replaced by one measured at the temperature and composition of use. The composition $\delta=0.05$ is far above the value for undoped ceria in air and requires the reducing gas assumed here. For a $200$ nm film, a rough chemical surface exchange coefficient of $10^{-4}$ cm/s gives an exchange time of $0.2$ s. A rough chemical diffusivity of $10^{-5}$ cm$^2$/s gives a diffusion time of $4\times10^{-5}$ s. Chemical coefficients describe the relaxation of composition; tracer coefficients can be much smaller and must be converted before use here. The exchange time of $0.2$ s applies at fixed stress; at fixed in-plane strain, with a flux proportional to the potential difference, it is shorter by the factor $f''/(f''+B)$, about $0.17$ s. A small strain ramp lasting $0.2$ s then gives an apparent modulus of $266$ GPa, and one lasting $2$ s gives $242$ GPa. With these values surface exchange sets the pace: loading much slower than $0.2$ s calls for the open modulus, and much faster loading for the closed one. Cooling or a contaminated surface can lengthen this time greatly. The elastic strain at $-0.47$ GPa is $0.17\%$, for which a Matthews--Blakeslee estimate puts the critical thickness for misfit dislocations at roughly $40$ to $85$ nm, depending on the dislocation type. An epitaxial $200$ nm film can therefore relax plastically and hold less than the elastic stress computed here. Creep, cation motion, cracking and phase separation are also outside the model and have not been sized. For a design calculation under the stated conditions, the most useful replacement for the ideal $f''$ is the measured slope of $\mu$ against $\delta$ in a stress-free sample at the temperature of use.
